# One Adjoint Solve for All Trap-Density Sensitivities of a Transistor Current

## A film with one unknown

Take a semiconductor film so thin that one potential \(\psi\), in units of \(kT/q\), describes it. A gate at potential \(\psi_g\) induces electrons through a capacitance. Some stay free, with sheet density \(n=N_0e^{\psi}\). Others sit in traps of sheet density \(p_k\) with occupancy \(f_k=n/(n+n_k)\), where \(n_k\) is a constant of the trap energy. With \(c\) the capacitance in electrons per area and per \(kT/q\), charge balance and current are

\[
F=c(\psi_g-\psi)-n-\sum_k p_kf_k=0,\qquad I=an ,
\]

where \(a\) is a constant. Since \(dn/d\psi=n\),

\[
\frac{df_k}{d\psi}=\frac{n\,n_k}{(n+n_k)^2}=f_k(1-f_k),\qquad
F_\psi=-\Big[c+n+\sum_kp_kf_k(1-f_k)\Big].
\]

Differentiating \(F(\psi(p),p)=0\) gives \(F_\psi\,d\psi/dp_k-f_k=0\). Hence

\[
\frac{dI}{dp_k}=\frac{an}{F_\psi}f_k=\lambda f_k,\qquad
\lambda=\frac{an}{F_\psi}<0 .
\]

The number \(\lambda\) is common to all traps; only the occupancy distinguishes them. If \(n\) dominates the bracket, \(\lambda\to-a\): each trapped electron removes one free electron. If \(c\) dominates, \(\lambda\to-an/c\): the gate supplies most of the trapped charge, and the free density falls little. A transistor has many potentials in place of one, and \(\lambda\) becomes a vector, but the structure survives.

## The discrete transistor

Consider a two-dimensional cross-section of width \(W\), with a gate below an oxide and source and drain on the two ends of the film. The model is steady, has electrons only, and uses Boltzmann statistics and a constant mobility \(\mu\). Let \(V_T=kT/q\), and let \(\psi\) and \(\phi\) be the potential and the electron quasi-Fermi potential in units of \(V_T\). With the conduction-band edge at \(-qV_T\psi\),

\[
n=N_c\,e^{\psi-\phi}.
\]

Traps exchange electrons only with this band. In steady state capture equals emission, \(n(1-f)=n_1f\). Detailed balance fixes \(n_1=N_ce^{-\epsilon/kT}\) for a trap at depth \(\epsilon=E_c-E\), so

\[
f=\frac{n}{n+n_1}.
\]

The parameter \(p_{jk}\) is the acceptor-trap density, in cm\(^{-3}\)eV\(^{-1}\), at node \(j\) and in energy bin \(k\) of width \(\Delta E\). A filled trap carries charge \(-q\).

**Poisson equation.** Integrate Gauss's law over the box around node \(j\), whose area inside the film is \(\Omega_j\). Divide by \(\varepsilon_0V_T\) and put \(\kappa=q/(\varepsilon_0V_T)\):

\[
P_j=\sum_b\varepsilon_{jb}\frac{A_{jb}}{s_{jb}}(\psi_b-\psi_j)
+\kappa\Omega_j\Big(N_D-n_j-\sum_kp_{jk}f_{jk}\Delta E\Big)=0 .
\]

Here \(A\) is the length of a box face, \(s\) the distance between nodes, \(\varepsilon\) the relative permittivity and \(N_D\) the donor density. On the interface, each face is split between oxide and film.

**Continuity equation.** With \(D=\mu V_T\), the current density along an edge from \(a\) to \(b\) is

\[
J=qD\Big(\frac{dn}{ds}-n\frac{d\psi}{ds}\Big)=qDN_ce^{\psi}\frac{d}{ds}e^{-\phi}.
\]

Take \(J\) constant and \(\psi\) linear on the edge, with \(d=\psi_b-\psi_a\). Divide by \(e^\psi\) and integrate, using

\[
\int_0^s e^{-\psi}ds'=s\,\frac{e^{-\psi_a}-e^{-\psi_b}}{d}
=\frac{s\,e^{-\psi_b}}{B(d)},\qquad B(d)=\frac{d}{e^d-1}.
\]

The result is the Scharfetter–Gummel flux. Scaled by \(qDN_c\) and multiplied by the face length within the film, it reads

\[
j_{ab}=-C\,m,\qquad C=\frac{A}{s}\frac{n_b}{N_c}B(d),\qquad m=e^{\phi_b-\phi_a}-1 .
\]

Evaluating \(m\) with a dedicated routine for \(e^x-1\) avoids subtracting two nearly equal densities. Let \(C'\) be \(C\) with \(B\) replaced by its derivative. Because \(n_b\) depends on both \(\psi_b\) and \(\phi_b\),

\[
\frac{\partial j}{\partial\psi_a}=C'm,\quad
\frac{\partial j}{\partial\psi_b}=-(C+C')m,\quad
\frac{\partial j}{\partial\phi_a}=C(m+1),\quad
\frac{\partial j}{\partial\phi_b}=-C .
\]

In the last one, \(+Cm\) from \(n_b\) and \(-C(m+1)\) from \(m\) combine.

The continuity residual is \(R_a=\sum_bj_{ab}\), set to zero at interior film nodes. At contact nodes \(\psi\) and \(\phi\) are prescribed, and \(R_a\) is the current entering the device there:

\[
I=I_*\sum_{a\in\text{drain}}R_a,\qquad I_*=qDN_cW .
\]

Since \(j_{ba}=-j_{ab}\), the sum of \(R_a\) over all film nodes vanishes. The interior terms are zero, so source and drain currents cancel.

## The adjoint formula

Collect the free unknowns in \(u\), their equations in \(F(u,p)=0\), and put \(J=\partial F/\partial u\), now a matrix. If \(J\) is nonsingular, the state follows a small parameter change as \(J\,du=-F_p\,dp\), and

\[
dI=I_u\,du+I_p\,dp=\big(I_p-I_uJ^{-1}F_p\big)dp .
\]

Evaluated from the right, this needs a linear solve for each independent column of \(F_p\), which here means one per film node off the contacts. Evaluated from the left, it needs one. Define \(\lambda\) by

\[
J^T\lambda=I_u^T ,\qquad\text{so that}\qquad dI=(I_p-\lambda^TF_p)\,dp .
\]

In this model \(I_p=0\), because the drain residuals \(R_a\) contain no trap density. Each \(p_{jk}\) enters one equation, with \(\partial P_j/\partial p_{jk}=-\kappa\Omega_j\Delta E f_{jk}\). The two minus signs cancel:

\[
\boxed{\;\frac{dI}{dp_{jk}}=\lambda_{\psi j}\,\kappa\,\Omega_j\,\Delta E\,f_{jk}\;}
\]

Here \(\lambda_{\psi j}\) is the component of \(\lambda\) belonging to \(P_j\); it is zero at contact nodes. One solve serves one terminal current at one bias point, after the nonlinear state has been found. It can use the factors of \(J\) at that state.

To read \(\lambda_\psi\), add a fixed electron density \(\delta n\) in box \(j\). Then \(\delta I=\lambda_{\psi j}\kappa\Omega_j\delta n\), while the number of added electrons is \(\Omega_jW\delta n\). The current changes by \(\lambda_{\psi j}\kappa/W\) per electron, spread evenly across the width. The response of all free and trapped charge is included through \(J\).

If mobility or contact density depends on \(p\), explicit terms enter \(I_p\) and \(F_p\). If mobility depends only on \(n\), the formula keeps its form, but \(J\) and \(I_u\) change. Where the current–voltage curve folds back in voltage, \(J\) is singular and this derivative does not in general exist.

## A worked transistor

The film is 30 nm thick with relative permittivity 10, on 100 nm of oxide with 3.9. The channel is 2 µm long and 20 µm wide. Further inputs are \(\mu=10\) cm²/Vs, effective mass 0.34 electron masses, \(N_D=10^{16}\) cm\(^{-3}\), 300 K, gate voltage 3 V and drain voltage 1 V. The band edge lies 0.05 eV above the contact Fermi levels and, at zero gate voltage, 0.5 eV above that of the gate. The trap density is

\[
g(\epsilon)=N_te^{-\epsilon/w}+N_ge^{-(\epsilon-\epsilon_0)^2/\gamma^2},
\]

with \(N_t=10^{19}\) and \(N_g=3\times10^{17}\) cm\(^{-3}\)eV\(^{-1}\), \(w=0.05\), \(\epsilon_0=0.5\) and \(\gamma=0.1\) eV. Forty bins cover 0 to 0.8 eV.

The mesh has 32 intervals along the channel, \(x_i=\tfrac L2(1-\cos\frac{\pi i}{32})\), six in the oxide and ten in the film, at distances \(30(i/10)^{3/2}\) nm from the interface. This leaves 847 free unknowns and 13,640 trap parameters off the contacts. Newton's method gives \(I=2.364\) µA. At mid-channel \(1.58\times10^{11}\) electrons per cm² are free and \(3.43\times10^{11}\) are trapped.

At the mid-channel interface node the adjoint gives \(-25.566\) pA per added electron. The box there is 0.4743 nm high and 98.02 nm long, so \(\Omega=4.649\times10^{-13}\) cm². A trap at depth 0.31 eV has \(f=0.9999\), and

\[
\frac{dI}{dp}=-(25.566\times10^{-12})(2\times10^{-3})(4.649\times10^{-13})(0.02)(0.9999)
=-4.754\times10^{-28},
\]

in A cm³ eV. At depth 0.05 eV the occupancy is 0.3166 and the derivative is \(-1.505\times10^{-28}\). Central differences, with the nonlinear problem solved again on each side, give the same two values to all seven digits printed. No entry of the gradient is positive: at this bias, more traps anywhere in the film lower the current.

### Variation along the channel

At the interface nodes \(x=0.53\), 1.00 and 1.47 µm, an added electron changes the current by \(-22.9\), \(-25.6\) and \(-29.9\) pA. The gradual-channel approximation accounts for the rise. Let \(V(x)\) be the quasi-Fermi potential in volts and \(G(z)\) the free sheet density, with \(z=V_G-V-\tau\). The shift \(\tau(x)=q\sigma(x)/C_{ox}\) comes from a fixed electron sheet \(\sigma\) at the interface, zero at both ends. Then \(I=q\mu WG(z)V'\) with \(V'=-z'-\tau'\). Integrating over the channel,

\[
IL=q\mu W\Big[\int_{z(L)}^{z(0)}G\,dz-\int_0^LG\tau'dx\Big].
\]

The first integral has fixed limits. Integrate the second by parts and use, to first order, \(z'=-I/(q\mu WG)\):

\[
\delta I=-\frac IL\int_0^L\tau(x)\,\frac{d\ln G}{dz}\,dx .
\]

If \(G\) grows as a positive power of \(z-z_0\), with \(z_0\) a constant threshold, the weight \(d\ln G/dz\) varies as \(1/(z-z_0)\). It grows toward the drain, where the channel is weakest. The approximation fails close to the contacts: in the two-dimensional model the response peaks a little over 0.1 µm from the drain and falls to zero at the contact, where the potential is fixed.

### A uniform sheet and the transconductance

A second case can be solved by superposition. Raise the gate voltage by \(\delta V\) and add to the oxide potential a part falling linearly from \(\delta V\) at the gate to zero at the interface. With no normal field at the oxide sides and no contact overlapping the gate, this satisfies every oxide box. The extra flux into the interface boxes is cancelled by a uniform electron sheet \(\sigma=C_{ox}\delta V/q\). The film, and therefore the current, is unchanged. With \(g_m=dI/dV_G\),

\[
g_m\,\delta V+\frac{dI}{d\sigma}\,\sigma=0
\quad\Longrightarrow\quad
\frac{dI}{d\sigma}=-\frac{q\,g_m}{C_{ox}} .
\]

Re-solving at gate voltages 1 mV above and below 3 V gives \(g_m=2.2296\) µA/V. With \(C_{ox}=34.53\) nF/cm² the right side is \(-1.0345\times10^{-17}\) A cm². The adjoint values summed along the interface give the same number. Division by \(WL=4\times10^{-7}\) cm² yields a mean of \(-25.9\) pA per electron, in line with the three local values.

### Parameters of the trap model

For a model parameter \(\theta\) the chain rule needs no further solve:

\[
\frac{dI}{d\theta}=\sum_{jk}\frac{dI}{dp_{jk}}\frac{\partial p_{jk}}{\partial\theta}.
\]

The logarithmic sensitivities \(d\ln I/d\ln\theta\) are:

- tail density \(N_t\): \(-0.724\)
- tail slope \(w\): \(-1.852\)
- Gaussian height \(N_g\): \(-0.629\)
- Gaussian width \(\gamma\): \(-0.629\)
- Gaussian depth \(\epsilon_0\): \(-0.0003\)

Differences with relative steps of \(3\times10^{-4}\) agree with each of them to one unit or better in the seventh decimal place.

The Gaussian is almost full. Its height and width both scale its area, so they act nearly alike, and moving it does little. The size of the small depth value depends on the energy range: cutting the energy range at 0.8 eV alone contributes about \(+2\times10^{-4}\), comparable in size and opposite in sign. For the tail, \(\partial g/\partial\ln w\) is the tail density times \(\epsilon/w\). The ratio \(1.852/0.724=2.56\) is therefore the sensitivity-weighted mean of \(\epsilon/w\), which puts the tail states that matter at a mean depth of 0.13 eV.

Scaling all traps together gives \(-0.724-0.629=-1.353\). Of this, 20% comes from depths below 0.1 eV, 32% from 0.1 to 0.3 eV and 47% from deeper states. The five rows of nodes nearest the oxide, whose boxes reach 9.1 nm into the film, supply 44%.

The gradient is a local slope. For 10% more tail states it predicts a current change of \(-7.24\)%; the nonlinear solution gives \(-6.92\)%.

## Errors of the directional difference

For a direction \(r\) in parameter space let \(I(h)\) be the re-solved current at \(p+hr\). Taylor expansion removes the even terms:

\[
\frac{I(h)-I(-h)}{2h}=I'(0)+\frac{h^2}{6}I'''(0)+O(h^4).
\]

Rounding and incomplete convergence leave an error in each current, which the division magnifies. Relative to \(I'(0)\), the total error is of the size

\[
e(h)\approx Kh^2+\frac{\eta}{h},\qquad
h_{\rm best}=\Big(\frac{\eta}{2K}\Big)^{1/3},
\]

where \(h_{\rm best}\) follows from \(2Kh=\eta/h^2\).

Take \(r_{jk}=p_{jk}\xi_{jk}\), with \(\xi\) drawn uniformly between 0 and 1. The differences deviate from the adjoint slope as follows:

| \(h\) | relative deviation |
|---|---|
| 0.1 | \(3.25\times10^{-4}\) |
| 0.05 | \(8.13\times10^{-5}\) |
| \(10^{-3}\) | \(3.25\times10^{-8}\) |
| \(10^{-4}\) | \(4.8\times10^{-10}\) |
| \(10^{-5}\) | \(6.1\times10^{-10}\) |
| \(10^{-7}\) | \(9.2\times10^{-7}\) |
| \(10^{-9}\) | \(7.6\times10^{-5}\) |

Halving the step from 0.1 divides the deviation by 4.00, as second order requires, and \(K=0.0325\). The last two rows give \(\eta\approx8\times10^{-14}\). The estimate \(h_{\rm best}\approx1\times10^{-4}\) falls on the smallest entry. The rounding part is irregular, so \(\eta/h\) describes its size and not each value.

The quadratic fall matters more than any single small deviation. A wrong slope would leave a plateau, at a height equal to its relative error.

One direction has a blind spot. If the computed gradient is wrong by a vector \(v\), the comparison sees \(v\cdot r\), which vanishes when \(v\) is orthogonal to \(r\). With \(r_{jk}=p_{jk}\xi_{jk}\) and independent \(\xi\) uniform between \(-1\) and 1, the mean of \((v\cdot r)^2\) is \(\frac13\sum(p_{jk}v_{jk})^2\). Errors of different sign then cannot cancel on average, though an error in a parameter of small weight can still hide. Three such directions at \(h=10^{-3}\) gave relative deviations of at most \(6\times10^{-9}\). The two single-parameter differences above probe individual entries.

Each direction costs two nonlinear solves. Central differences for the whole gradient would need 27,280 of them, against one transposed linear solve.

## Errors of the state and of the mesh

Suppose Newton's method stops at \(u=u_*+\delta\), where \(F(u_*)=0\). The gradient formula, evaluated at \(u\), has an error of first order in \(\delta\). The current can be improved. Expanding about \(u\),

\[
0=F(u)-J\delta+O(\delta^2),\qquad
I(u_*)=I(u)-I_u\delta+O(\delta^2).
\]

With \(I_u=\lambda^TJ\) and \(J\delta=F(u)+O(\delta^2)\),

\[
I(u_*)=I(u)-\lambda^TF(u)+O(\delta^2).
\]

Independent normal noise of standard deviation \(10^{-3}\) was added to every free unknown. The relative errors were \(4.0\times10^{-4}\) in the gradient (Euclidean norm), \(2.2\times10^{-2}\) in the raw current and \(2.4\times10^{-8}\) in the corrected current. With the same noise ten times smaller, the first two fell tenfold and the third a hundredfold.

Agreement with finite differences concerns the discrete model; both sides share its mesh error. With 48, 9 and 15 intervals and 60 energy bins, the current falls by 0.45% and the tail-density sensitivity moves from \(-0.724\) to \(-0.725\). Mesh and bins were refined together, so their shares are not separated. The seven-digit agreement thus belongs to a tail-density sensitivity whose discretisation error is a few parts in a thousand; local values, such as the response per electron at mid-channel, are off by about one per cent.

## Beside a real device

The inputs are round values, not fitted to a measured device. Overlap of the contacts with the gate and contact resistance are omitted. One sizeable omitted effect is confinement. In a triangular well with the computed surface field, 0.085 MV/cm, the subbands hold 0.55 of the classical free density at the same Fermi level. Reducing \(N_c\) everywhere by this factor, with voltages, barriers and traps held fixed, lowers the current by 22% and changes the tail-density sensitivity from \(-0.72\) to \(-0.92\). This overstates the effect, because the true field weakens with depth and the band bends by only about 0.09 eV across the film. Levels computed in the mid-channel band profile, with hard walls and without self-consistency, hold about 0.69 of the classical density; that factor lowers the current by 14% and gives a sensitivity of \(-0.84\). Moreover, the Drude relation turns the mobility into a mean free path of 0.36 nm, far below the thermal wavelength of 7.4 nm, and into a level broadening \(\hbar/\tau\) of 0.34 eV. Free-band transport with sharp subbands does not hold in this regime. The mobility must then be read as an effective parameter, and the 22% only as a sign of how strongly the result depends on \(N_c\). At 330 K, with mobility, barriers and traps fixed, the current is 16% higher and the sensitivity is \(-0.59\). Fermi–Dirac statistics would lower the density by up to 6% at fixed Fermi level. A mobility varying as \(n^{0.15}\), an assumed law, would differ by 9% between the interface nodes at 0.53 and 1.47 µm. The largest vertical oxide field on this mesh, 0.26 MV/cm, is far below the rough breakdown field of 10 MV/cm. The physical model therefore limits the predicted sensitivity far more than the adjoint calculation does.
